How silicon thickness sets sheet charge in undoped double-gate MOS films

Suppose the electron charge per area in the middle of a long double-gate transistor channel has been calculated for a 20 nm silicon film and is now wanted for a 40 nm film at the same gate voltage. Should the old value be doubled, or kept? In the classical model below, doubling is right to 0.02 % at a gate voltage of 0.2 V, and keeping the value is right to 0.05 % at 1.0 V. Near 0.4 V neither rule serves: there the charge rises by 57 %. The same question decides whether a thickness tolerance matters in an estimate of off-current or of on-state charge.

**Model and conventions**

The film occupies −t/2 < x < t/2 between two equal oxides and two equal gates. It is undoped, and its channel is so long that the potential ψ varies across the film but not along it. Source and drain are at the same potential, so the electrons share one constant Fermi level. ψ is measured so that the electron density is

n = n_i exp(ψ/v),  v = kT/q,

where n_i is the intrinsic density and q > 0. This assumes Boltzmann statistics and a classical density. Holes are neglected, which requires ψ to be several v. The gate voltage Vg is counted from flat band. Whenever thicknesses are compared, the oxide, gate work function, temperature and Vg are held fixed.

Let Q be the magnitude of the electron charge per area, summed over both halves of the film, ε the permittivity of silicon and Cox the capacitance per area of one oxide. By symmetry each gate balances half the charge:

Cox (Vg − ψ_s) = Q/2, so Vg = ψ_s + Q/(2Cox).  (1)

Here ψ_s is the potential at the silicon surface.

**The charge in the film**

The charge density is −qn, so Poisson's equation reads

ψ″ = (q n_i/ε) exp(ψ/v).

Symmetry gives ψ′(0) = 0. Write ψ0 and n0 for the potential and density in the middle, and put w = (ψ − ψ0)/v. Then

w″ = 2k² exp(w),  k² = q n0/(2εv).

Multiplying by w′ and integrating from the middle, where w = w′ = 0, gives

(w′)² = 4k² [exp(w) − 1].

Now substitute w = −2 ln cos θ. The left side becomes 4 tan²θ (θ′)² and the right side 4k² tan²θ. Hence θ′ = k, θ = kx, and

n = n0/cos²(kx),  n0 = 2εv k²/q.  (2)

Define β = kt/2. The density must stay finite up to the surface, so 0 < β < π/2. By Gauss's law the surface fields on the two sides account for the whole charge:

Q = 2ε ψ′(t/2) = 4εv k tan β.

With k = 2β/t this becomes

β tan β = Qt/(8εv).  (3)

Thus β measures how strongly the electrons bend the potential. It is small when their charge is small and approaches π/2 when they screen the middle from the gates.

**Below threshold: a flat film**

For small β the density is uniform by equation (2). If the oxide drop Q/(2Cox) is also much smaller than v, the whole film sits at ψ = Vg, and

Q ≈ q n_i t exp(Vg/v).  (4)

The gates set the density, and the charge is density times thickness. Added silicon fills to the same density because the electrons are too few to alter the potential. Equation (4) also expresses the effect as a voltage: in a film of twice the thickness, the same charge is reached at a gate voltage lower by v ln 2, or 18 mV at 300 K.

**Strong inversion: a screened middle**

The surface density follows from equation (2) with 1/cos²β = 1 + tan²β:

n_s = (2εv/q)(k² + k² tan²β).

The first term is n0. In the second, k tan β = Q/(4εv), so

n_s = n0 + Q²/(8εvq).  (5)

Since ψ_s = v ln(n_s/n_i), equation (1) becomes

Vg = v ln{[n0 + Q²/(8εvq)]/n_i} + Q/(2Cox).  (6)

Thickness enters this relation between Vg and Q through n0 alone. Because k < π/t,

n0 < 2π²εv/(q t²).  (7)

The middle density therefore has a ceiling, while the surface term grows as Q². Once n0 is negligible beside that term, equation (6) fixes Q without reference to t. Extra silicon is added where there are few electrons.

**Sensitivity at any gate voltage**

A single measure for both regimes is S = d ln Q/d ln t at fixed Vg. S = 1 means proportionality and S = 0 means independence.

First hold ψ_s fixed. Let a = k tan β = Q/(4εv). Constant n_s means constant k² + a², so

k dk + a da = 0, or dk = −tan β da.

From β = kt/2, dβ = β dk/k + k dt/2. Differentiating a then gives

da = tan β dk + k sec²β dβ
 = (tan β + β sec²β) dk + (k²/2) sec²β dt.

Insert dk = −tan β da and collect the terms in da:

(1 + tan²β + β tan β sec²β) da = (k²/2) sec²β dt.

As 1 + tan²β = sec²β, the factor sec²β cancels:

(1 + β tan β) da = (k²/2) dt.

Multiplying by 4εv and using 2εv k² = q n0 yields

(∂Q/∂t) at fixed ψ_s = q n0/(1 + β tan β).  (8)

This has a direct reading. Thickening the film amounts to moving its halves apart and inserting a slab of density n0 in the middle, where the field is zero. The slab's charge q n0 dt raises the field in both halves. With the surface held, this lowers the potential inside and removes some of the charge already there. The denominator accounts for that loss.

The surface potential is not in fact held, because more charge means a larger oxide drop. At fixed Vg, equation (1) gives dψ_s = −dQ/(2Cox). With C_s = ∂Q/∂ψ_s at fixed t,

dQ = (∂Q/∂t) dt − C_s dQ/(2Cox).

Solving for dQ divides equation (8) by 1 + C_s/(2Cox). To find C_s, use dβ = β dk/k at fixed t:

dψ_s = 2v (dk/k + tan β dβ) = (2v/k)(1 + β tan β) dk,
dQ = 4εv (tan β + β sec²β) dk,
C_s = 2εk (tan β + β sec²β)/(1 + β tan β).

Finally, q n0 t/Q = 2εv k² t/(4εv k tan β) = β/tan β. Therefore

S = [β/tan β] · [1/(1 + β tan β)] · [1/(1 + C_s/(2Cox))].  (9)

The first factor is the middle density divided by the mean density. The second is the response inside the film, and the third is the feedback through the oxide. All three lie between 0 and 1, so within this model thickening the film always raises the charge, but less than proportionally.

**How fast each limit is reached**

For small β, β/tan β ≈ 1 − β²/3, 1/(1 + β tan β) ≈ 1 − β², and C_s ≈ 4εkβ = 8εβ²/t. Equation (3) gives β² ≈ Qt/(8εv), so C_s ≈ Q/v. To first order in Q,

S ≈ 1 − Q/(2Cox v) − Qt/(6εv).  (10)

Proportionality thus needs Q to be small beside both 2Cox v and 6εv/t.

In strong inversion put β = π/2 − δ with small δ, so that tan β ≈ 1/δ and sec²β ≈ 1/δ². Equation (3) gives δ ≈ 4πεv/(Qt). The first two factors of equation (9) tend to πδ/2 and 2δ/π, with product δ². Also C_s ≈ 2εk/δ ≈ 2εk tan β = Q/(2v). At leading order,

S ≈ [4πεv/(Qt)]²/[1 + Q/(4Cox v)].  (11)

**Two causes, each sufficient**

Oxide feedback can be seen alone in a film so thin that its potential is flat. Then Q = q n_i t exp{[Vg − Q/(2Cox)]/v}. Taking the logarithm and differentiating at fixed Vg gives

d ln Q = d ln t − dQ/(2Cox v), so S = 1/(1 + Q/(2Cox v)).

Take a 1 nm film under 200 nm oxides at Vg = 1.5 V, as a device for separating the causes and not as a realistic transistor. A finite-difference solution of Poisson's equation gives a potential variation of 0.4 mV across the film and S = 0.025. The charge hardly depends on thickness although nothing is screened.

The opposite case has the surface potential held, so that no oxide feedback exists. For the 20 nm film at the surface potential it has at Vg = 1.0 V, S = 0.011. Here screening inside the silicon is enough.

**How large: films of 20 and 40 nm**

Take T = 300 K (v = 25.85 mV), n_i = 10¹⁰ cm⁻³, relative permittivities 11.7 for silicon and 3.9 for the oxide, and 2 nm oxides. These are rough typical values. They give Cox = 1.727 μF/cm². Solving equations (1) to (3) for β at each Vg gives:

Vg (V) | Q, 20 nm (μC/cm²) | Q(40)/Q(20) | S, 20 nm
0.2 | 7.34×10⁻⁶ | 1.9996 | 0.9998
0.3 | 3.49×10⁻⁴ | 1.980 | 0.992
0.4 | 0.0133 | 1.566 | 0.750
0.5 | 0.118 | 1.094 | 0.182
0.6 | 0.318 | 1.018 | 0.040
0.8 | 0.845 | 1.0019 | 0.0047
1.0 | 1.441 | 1.0005 | 0.0012

At 0.2 V the density is 10¹⁰ × exp(0.2/0.02585) = 2.29×10¹³ cm⁻³. Multiplying by q and by 2×10⁻⁶ cm gives the tabulated charge.

At 1.0 V the oxide drop is 1.441/(2 × 1.727) = 0.417 V, which leaves ψ_s = 0.583 V. The three factors of equation (9) are

S = 0.159 × 0.0692 × 0.109 = 0.0012.

The leading form (11) gives 0.0015, which is 25 % above this value. Here δ = π/2 − 1.463 = 0.108, so terms of relative order δ still count.

The ratio at 1.0 V can be understood from equation (6). In the 20 nm film n0 = 7.15×10¹⁷ cm⁻³, under a ceiling of 8.25×10¹⁷ cm⁻³, while n_s = 6.12×10¹⁹ cm⁻³. So n0 supplies 1.2 % of n_s. Doubling t cuts n0 to about a quarter, which lowers n_s at given Q by about 0.9 % and the required Vg by 0.009 × 25.85 = 0.23 mV. At fixed Vg this voltage goes into more charge. Since dVg/d ln Q ≈ 2v + Q/(2Cox) = 52 + 417 = 469 mV, Q rises by 0.23/469, or 0.05 %, as in the table.

The change of regime is narrow. S passes 1/2 at 0.436 V in the 20 nm film. The charge scales in equation (10) are 2Cox v = 0.089 μC/cm² and 6εv/t = 0.080 μC/cm², so both causes set in together. In this range S should not be used as a constant exponent. At 0.4 V, 2 to the power 0.750 is 1.68, but the ratio is 1.57, because S falls as the film thickens.

**What real films change**

At 300 K, the largest correction found for these films is confinement. In a flat film with hard walls, an electron of mass m across the film has levels E_j = π²ħ²j²/(2mt²), j = 1, 2, …. For t above the thermal wavelength λ = h/√(2πmkT),

Σ exp(−E_j/kT) ≈ t/λ − 1/2.

The term t/λ is the classical result, and −1/2 arises because the sum lacks its j = 0 half-term. Each valley therefore acts as if the film were thinner by λ/2. For a (100) silicon film the calculation takes, as rough inputs, m = 0.916 m0 across the film in two valleys and m = 0.19 m0 in four, with m0 the free-electron mass. Their average lost length is 4.04 nm, so subthreshold charge follows t − 4.04 nm. Doubling 20 nm then multiplies it by 35.96/15.96 = 2.25 instead of 2.00, and the charge at 20 nm is 20 % below the classical value.

A self-consistent Schrödinger-Poisson calculation with these masses, hard walls and Fermi occupation also gives 2.25 at 0.2 V. At 1.0 V it gives 1.196 μC/cm² for the 20 nm film, 17 % below the classical charge, but a 40-to-20 nm ratio of 1.0006. Strong-inversion charge is thus overestimated classically, yet remains nearly independent of thickness. Fermi statistics without confinement lower it by 1.8 %. These Schrödinger-Poisson values contain only the mean electrostatic (Hartree) potential. A rough local-density exchange-correlation term, taken at half to full zero-temperature strength, reduces the 17 % deficit to between 15 and 12 % and leaves the 40-to-20 nm ratio within 0.1 % of one.

Hard walls somewhat overstate the subthreshold effect. With a 3.1 eV oxide barrier and rough oxide masses of 0.3 to 0.5 m0, the lost length is 3.4 to 3.6 nm, and doubling 20 nm multiplies the subthreshold charge by about 2.2. At 1.0 V the same barrier leaves the 20 nm charge 15 to 16 % below the classical value, instead of 17 %.

At 0.2 and 1.0 V, doping and temperature change the thickness dependence only slightly. Residual acceptors at 10¹⁵ cm⁻³ would lower the 0.2 V charge by 0.6 % at 20 nm and 1.5 % at 40 nm. At 358 K, with n_i raised for a 1.12 eV gap, S is 0.998 at 0.2 V and 0.0018 at 1.0 V in the 20 nm film. Near 0.4 V temperature matters much more: the classical 40-to-20 nm ratio falls from 1.57 at 300 K to 1.36 at 358 K with this n_i (4.4×10¹¹ cm⁻³), and to 1.31 if n_i is 5.9×10¹¹ cm⁻³, as a steeper empirical temperature dependence gives, so v and n_i must be taken at the working temperature. The oxide field at 1.0 V is 2.1 MV/cm, against a rough breakdown strength of 10 MV/cm.

Below threshold, confinement matters more in thinner films: with hard walls it lowers the 0.2 V charge by 40 % at 10 nm, against 20 % at 20 nm. At 1.0 V the reduction stays near 17 % between these thicknesses, because there the surface field, more than the film thickness, confines the electrons. The subtraction of 4.04 nm cannot be carried down to a few nanometres, where t is no longer above the thermal wavelength of the lighter mass. Many real channels are also short. The influence of source and drain decays along the 40 nm film over 16 nm, from matching the slowest-decaying Laplace solution across silicon and oxide. A 1 μm channel is long by this measure at its middle, but a 50 nm channel is not. Below threshold the results here apply only to the charge per area far from source and drain: even in the longer channel, electrons near the ends dominate the total charge. The ends also shorten the channel slightly, and more so in the thicker film. In a classical two-dimensional calculation of the longer channel at 0.2 V, with source and drain at a potential of 0.56 V and constant mobility, doubling 20 nm multiplies the current at small drain voltage by 2.09 instead of 2.00.

**What to do**

For a long undoped film with fixed gates and oxides, compare Q with 2Cox v and 6εv/t. The condition used must hold at both the old and the new thickness, with the rescaled or kept charge inserted for the new one.

- If Q is below about one hundredth of both, rescale it with thickness. Use t for a classical estimate. For (100) silicon at 300 K, use t − 4 nm in films thicker than 10 nm if the walls are taken as hard. With a finite oxide barrier, use about t − 3.5 nm in films of about 20 nm or more.
- If Q is ten or more times both, keep the charge when the thickness changes. Its absolute value still needs a quantum correction: 15 to 17 % in the example, depending on the oxide barrier, when exchange and correlation are neglected, and a few points less when they are included.
- Otherwise, solve equations (1) to (3) for each thickness, which gives a classical estimate. Near 0.44 V in the 20 nm film, a 10 % thickness error changes this estimate by about 5 %. Confinement matters in this range too: with hard walls the 40-to-20 nm ratio at 0.4 V is 1.73 instead of 1.57, so solve the Schrödinger and Poisson equations together if that difference counts.

For films of 10 nm or less, solve the Schrödinger and Poisson equations together at each thickness.
